Length-Extensional Vibration and k31 of a Thin Transversely Poled Bar, part 2

A piezoelectric bar has length l, width w and thickness h along axes 1, 2 and 3. It is poled along axis 3, its two large faces are fully covered by electrodes, and its surfaces are free of traction. The task is to find the coupling factor k = k₃₁ from the resonance fr and antiresonance fa, the first pole and next zero of the admittance Y = I/V (current over voltage).

In SI units, the constants are the compliance s = s₁₁ᴱ at constant field, the piezoelectric coefficient d = d₃₁, the permittivity ε = ε₃₃ᵀ at constant stress (ε₀ in vacuum) and the density ρ. Harmonic quantities carry exp(iωt), with ω = 2πf. Along the length, x runs from −l/2 to l/2, u is the displacement, S₁ = ∂u/∂x the strain and T₁ the stress; E₃ = V/h is the field along axis 3.

k² = d²/(sε). (1)

T₁ = (∂u/∂x − dE₃)/s. (6)

For a thin, lossless bar, let v = 1/√(ρs), q = ω/v and X = ql/2 = (π/2)f/fr. Then u = A sin(qx), with

A = dE₃/(q cos X). (11)

T₁ = (dE₃/s)[cos(qx)/cos X − 1]. (13)

The admittance is Y = iωC[1 − k² + k²(tan X)/X], where C = εwl/h is the free capacitance. With X = Xa at fa,

fr = v/(2l) = 1/[2l√(ρs)]. (19)

k²/(1 − k²) = −Xa cot Xa. (22)

k₃₁²/(1 − k₃₁²) = (π/2)(fa/fr) tan[(π/2)(fa − fr)/fr]. (24)

Let r = k²/(1 − k²), Δ = (fa − fr)/fr and δ = πΔ/2. For small Δ,

k² = (π²/4)Δ[1 − (π²/4 − 1)Δ + …]. (28)

dk/k ≈ ½(1 − k²) dΔ/Δ. (29)

The leading formula is k² ≈ (π²/4)Δ. For the zero fa,n that follows the nth pole,

r = Xa tan[Xa − (2n − 1)π/2], Xa = (π/2)fa,n/fr. (30)

The energy method in the numerical output finds fr and fa from a Lagrangian with u expanded in polynomials.

**A worked example.** Let l = 20 mm, w = 3 mm and h = 0.5 mm. The material parameters are round values in the regime of soft lead zirconate titanate: s = 16 × 10⁻¹² m²/N, d = −170 pC/N, ε/ε₀ = 1700 and ρ = 7700 kg/m³. They are rough typical values and do not describe a particular specimen. The frequencies below carry more digits than such values deserve, because their small difference is needed.

The coupling factor defined by (1) is

k² = (170 × 10⁻¹²)²/(16 × 10⁻¹² × 1700 × 8.854 × 10⁻¹²) = 0.120,

so k = 0.3464 and r = 0.120/0.880 = 0.1364. The sign of d has no influence on the frequencies. The wave speed and the resonance are

v = 1/√(7700 × 16 × 10⁻¹²) = 2849 m/s,

fr = 2849/(2 × 0.020) Hz = 71.23 kHz.

The free capacitance is C = 1.806 nF. The root of (22) between π/2 and π is Xa = 1.6531, and therefore

fa = 71.225 × 1.6531/1.5708 kHz = 74.957 kHz.

In the opposite direction, the splitting is Δ = 0.0524, and δ = πΔ/2 = 0.0823. Its tangent is 0.0825. The right side of (24) is 1.6531 × 0.0825 = 0.1364, which gives back k² = 0.1364/1.1364 = 0.120.

The leading small-splitting formula gives k = 0.360, which is 3.8 % too high. Half of (π²/4 − 1)Δ is also 3.8 %. By (29), an error of 10 Hz in fa alone changes Δ by 1.4 × 10⁻⁴ and k by about 0.12 %, although it is only 0.013 % of fa.

In the thin-bar model the second pair lies at 213.676 and 214.98 kHz. Equation (30) has Xa = 4.7411 and Xa − 3π/2 = 0.02875, whose product returns r = 0.136. Equation (24), misapplied to this pair, gives k = 0.122. In a real bar 3 mm wide, sideways inertia lowers the second pair to about 211.11 and 212.11 kHz. This shift exceeds the splitting, and (30) with the measured fundamental would even give a negative r. The higher pairs can be used in this way only if the bar is much narrower.

A measurement of fr, fa and the low-frequency capacitance thus supplies all three constants. Equation (19) gives s = 1/(4ρl²fr²), the capacitance gives ε = Ch/(wl), and |d| = k√(sε). The admittance contains only d², so the sign of d must come from elsewhere.

**Finite width.** The bar also moves sideways, and this inertia was neglected. Let ν = −s₁₂ᴱ/s. A poled ceramic responds equally along axes 1 and 2, so the lateral strain is S₂ = s₁₂ᴱT₁ + dE₃. With T₁ from (6),

S₂ = −νS₁ + (1 + ν)dE₃. (31)

The lateral displacement is yS₂, where y is measured from the middle of the width, and the mean of y² is w²/12. In Rayleigh's quotient ω² is the elastic and electric energy divided by the kinetic energy, apart from the factor ω² in the latter. The lengthwise displacement acquires a small part −½y² ∂S₂/∂x, which cancels the shear strain that yS₂ alone would produce, so no shear energy is added at this order. The quotient is stationary, so this and any other small change of u do not matter at first order. Adding the lateral motion increases the denominator by the fraction (w²/12)⟨S₂²⟩/⟨u²⟩, where the brackets are averages over the length. The frequency changes by half as much as ω² does:

df/f = −(w²/24)⟨S₂²⟩/⟨u²⟩. (32)

At fr the electrodes are short-circuited and the field term is absent. Then S₂ = −νqA cos(qx), while u = A sin(qx). The squares of sine and cosine have equal averages over half a wavelength, and q = π/l. Hence

dfr/fr = −π²ν²w²/(24l²). (33)

At fa the end condition (11) gives dE₃ = qA cos Xa, and

S₂ = qA[−ν cos(qx) + (1 + ν) cos Xa]. (34)

Because cos Xa is negative, the two terms have the same sign wherever cos(qx) is positive, that is, everywhere except close to the ends, where |qx| exceeds π/2. The field adds to the Poisson contraction, and the lateral motion is larger than at fr.

For s₁₂ᴱ = −5.5 × 10⁻¹² m²/N, ν is 0.344. Equation (33) gives −0.109 % for fr, and (32) with (34) gives −0.223 % for fa. A two-dimensional calculation that keeps the width, with T₃ = 0 and displacements expanded in polynomials of both coordinates, gives −0.112 % and −0.227 %. Equation (24) applied to these frequencies yields k = 0.3427, or 1.1 % below the material value. Raising the polynomial degrees from 13 and 5, along length and width, to 17 and 7 changes k by less than 10⁻¹⁰.

At fixed length, a bar of width l/20 has a much smaller error in k, −0.118 %. Its computed shifts of fr and fa are both 1.002 times the estimate (32). Halving that width divides the error in k by 4.007, as expected for an effect proportional to w².

Thickness inertia can be estimated at fr by (33), with h in place of w and −s₁₃ᴱ/s in place of ν. For s₁₃ᴱ = −7 × 10⁻¹² m²/N the shift is −0.005 %. At fa the thickness strain would also contain d₃₃, and that contribution is not evaluated here.

**Losses.** A real bar has a finite admittance at resonance and a nonzero one at antiresonance. The definitions of fr and fa must then be replaced by measurable ones. Losses are represented by the complex constants s(1 − i/Qm) and ε(1 − iη), with Qm = 75, η = 0.02 and d kept real. The negative imaginary parts correspond to dissipation for the time factor exp(iωt).

One choice is to read the frequencies of minimum and maximum |Z|, where Z = 1/Y. They are 71.165 and 75.048 kHz, and (24) gives k = 0.353, which is 1.9 % too high. Another is to take the maxima of the conductance, Re Y, and of the resistance, Re Z. They lie at 71.227 and 74.966 kHz and give k = 0.3467, within 0.1 % of the value put in.

The reason for the difference can be seen near fr. There the admittance is approximately a resonant part in parallel with the clamped capacitance:

Y ≈ G₀/(1 + iy) + iB, y = 2Qm(f − fr)/fr. (35)

The real part is G₀/(1 + y²), with its maximum at y = 0. The squared magnitude is

|Y|² = (G₀² − 2G₀By)/(1 + y²) + B². (36)

For B much smaller than G₀ its maximum lies at y ≈ −B/G₀, below fr. Here B = 2πfrC(1 − k²) = 0.71 mS. The peak conductance, obtained from the dissipated power given below, is 5.9 mS. The predicted shift is −fr B/(2QmG₀), or about −57 Hz, and the computed one is −60 Hz. At the other end, the computed maximum of |Z| lies 91 Hz above fa. The two shifts widen the apparent splitting.

**Stray capacitance.** A capacitance Cs in parallel adds Cs/C to the bracket in the admittance. It leaves the pole alone but moves the zero, and the apparent value of r becomes

r′ = k²/(1 − k² + Cs/C). (37)

With Cs = 10 pF, Cs/C is 0.0055 and r′ = 0.1355. The apparent k is 0.3455, or 0.3 % low. A smaller specimen with a smaller C would suffer more from the same Cs.

**Electrodes.** Suppose that each face carries 5 µm of silver, with a rough bulk density of 10 500 kg/m³ and modulus of 80 GPa. Spread over the thickness of the bar, the two films add 210 kg/m³ to ρ. This mass alone would lower fr by 1.34 %. It lowers fa by the same fraction and leaves k unchanged.

The films also add 2 × 5 × 80/500 = 1.6 GPa to the stiffness 1/s = 62.5 GPa. To find the effect on r, write it as

r = d²/(sε − d²) = (d/s)²/[(1/s)(ε − d²/s)]. (38)

The films change the factor 1/s that stands alone in the denominator, which is the stiffness of the bar. If only this lengthwise stiffness is counted, the factors d/s and ε − d²/s stay as they are. Then r falls by the factor 62.5/64.1, to 0.1330, and the apparent k is 0.3426, or 1.1 % low. The films also resist the lateral strain, however, which reduces the permittivity at fixed length and partly offsets the fall in r. When film and ceramic are treated together in plane stress, k is about 0.9 % low for a film with Poisson ratio 0.37, and about 0.7 % low for 0.30. Mass and stiffness together change fr by only −0.08 %. A nearly unshifted resonance is therefore no proof that the electrodes are harmless to k. Fired films may be porous and softer than bulk silver, in which case the effect of their stiffness would be smaller.

**Drive level.** Near resonance the stress in the middle of the bar is much larger than the static scale dE₃/s. With losses, X ≈ (π/2)[1 − i/(2Qm)] at fr, and |cos X| ≈ π/(4Qm). Equation (13) then gives

|T₁(0)| ≈ (4Qm/π)|dE₃/s|. (39)

For a voltage amplitude of 0.1 V the field is 0.002 kV/cm and |dE₃/s| is 2.1 kPa. The factor 4Qm/π is 95, and the stress reaches 0.20 MPa. The dissipated power is 29.6 µW. With a rough heat transfer coefficient of 10 W/(m² K) over the surface of 143 mm², the bar warms by 0.02 K.

In the linear model the stress grows with the voltage and the heating with its square. At 10 V they would be 20 MPa and, with the same heat transfer coefficient, about 200 K. A hot bar loses heat more readily by convection and radiation, and rough estimates that include this give between about 70 K and 160 K in still air, depending on the orientation of the bar and the emissivity of its faces. In either case the assumptions of linearity and constant temperature would have failed. The relation belongs to small-signal measurements.

**The model beside a real bar.** A coupling factor k₃₁ of roughly 0.35 and a mechanical quality factor below 100 are typical of soft lead zirconate titanate, and none of the chosen parameters is far from that regime. Real bars break the assumption of zero loss, and for the values used here this matters most if the extrema of |Z| are read: k then comes out 1.9 % high with d real, and 1.4 % or 2.5 % high if d is replaced by d(1 − 0.02i) or d(1 + 0.02i), both of which are compatible with a passive material; the conductance and resistance maxima stay within about 0.1 % in these cases. The width lowers it by 1.1 %, and the assumed silver films lower it by somewhat less than 1 %. These figures were obtained one at a time, with the other effects switched off. Their opposite signs should not be relied upon to cancel. Supports that press on the bar, incomplete poling and drift of the constants with temperature or age are not included.

For a bar of this shape and material, small-signal conductance and resistance maxima, thin electrodes and a narrower bar bring the measurement closer to the conditions of (24), provided that stray capacitance is subtracted. With 10 pF left uncorrected, the combined error of k from width and stray capacitance is −1.4 % at a width of 3 mm, −0.9 % at 1 mm and −1.6 % at 0.5 mm. The values computed for the example are collected in the numerical output that follows.

Numbers as computed

```
Length: 20 mm
Width: 3 mm
Thickness: 0.5 mm
s11 at constant field: 16 1e-12 m2/N
s12 at constant field: -5.5 1e-12 m2/N
s13 at constant field: -7 1e-12 m2/N
d31: -170 pC/N
Relative permittivity at constant stress: 1700
Density: 7700 kg/m3
k31 from material constants: 0.34641
k31^2: 0.12
k31^2/(1-k31^2): 0.13636
Bar wave speed: 2849 m/s
Free capacitance: 1.806 nF
Resonance fr: 71.2254 kHz
Antiresonance fa: 74.9573 kHz
Relative splitting (fa-fr)/fr: 0.052396
Xa at antiresonance: 1.6531 rad
Energy method fr: 71.2254 kHz
Energy method fa: 74.9573 kHz
fa shift, degree 12 to 20: -1.7e-10 Hz
k31 recovered from energy-method fr, fa: 0.34641
Worst relative error of k31, 0.05 to 0.95: 2.5e-12
k31 from small-splitting formula: 0.35956
Second pair, resonance: 213.676 kHz
Second pair, antiresonance: 214.98 kHz
False k31 from second pair: 0.1222
Finite width: fr shift: -0.112 %
Finite width: fa shift: -0.227 %
Finite width: apparent k31: 0.34267
Finite width: k31 basis shift: -4.6e-11
Width l/20: fr shift, computed/estimated: 1.002
Width l/20: fa shift, computed/estimated: 1.002
Width l/20: error of k31: -0.118 %
Error of k31, width l/20 over width l/40: 4.007
Thickness inertia: fr shift: -0.0049 %
Mechanical quality factor: 75
Dielectric loss tangent: 0.02
Frequency of minimum |Z|: 71.165 kHz
Frequency of maximum |Z|: 75.0481 kHz
k31 from |Z| extrema: 0.35298
Frequency of maximum conductance: 71.2269 kHz
Frequency of maximum resistance: 74.9656 kHz
k31 from conductance and resistance maxima: 0.3467
Stray capacitance: 10 pF
k31 with stray capacitance: 0.34545
Silver film per face: 5 um
Silver density: 10500 kg/m3
Silver modulus: 80 GPa
fr shift, film mass only: -1.34 %
fr shift, film mass and stiffness: -0.081 %
k31 with film mass and stiffness: 0.34257
Drive voltage amplitude: 0.1 V
Drive field amplitude: 0.002 kV/cm
Peak stress at resonance: 0.203 MPa
Dissipated power: 29.6 uW
Heat transfer coefficient: 10 W/(m2 K)
Self-heating: 0.021 K
```
